# Which total angular momenta occur when two are coupled: verification in Python

```python
"""Coupling of two angular momenta j1 and j2 (units with hbar = 1).

Result under test: the product space contains each total J from |j1-j2|
to j1+j2 exactly once, and the sum of (2J+1) is (2*j1+1)*(2*j2+1).
n(M) = number of product states with m1+m2 = M
N(J) = number of multiplets with total angular momentum J
Names starting with two_ hold doubled values, so that they are integers.
"""
from collections import Counter
from fractions import Fraction
from itertools import product

import numpy as np


def half(two_value):
    return str(Fraction(int(two_value), 2))


def spin_matrices(two_j):
    """Jx, Jy, Jz of one multiplet, with m in descending order."""
    j = two_j / 2
    m = np.arange(two_j, -two_j - 1, -2) / 2
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(raising + raising.T) / 2,
            (raising - raising.T) / 2j,
            np.diag(m)]


def total_operators(two_js):
    """Components of the total angular momentum on the product space."""
    total = [np.zeros((1, 1), dtype=complex) for _ in range(3)]
    for two_j in two_js:
        old_identity = np.eye(total[0].shape[0])
        new_identity = np.eye(two_j + 1)
        total = [np.kron(a, new_identity) + np.kron(old_identity, b)
                 for a, b in zip(total, spin_matrices(two_j))]
    return total


def count_product_states(two_js):
    """n(M) by explicit listing of all product states."""
    ranges = [range(-t, t + 1, 2) for t in two_js]
    return Counter(sum(ms) for ms in product(*ranges))


def diagonalize(two_js):
    """Count joint eigenstates (J, M) and test the ladder relations."""
    jx, jy, jz = total_operators(two_js)
    assert np.allclose(jx @ jy - jy @ jx, 1j * jz, atol=1e-10)
    j_squared = jx @ jx + jy @ jy + jz @ jz
    assert np.allclose(j_squared @ jz, jz @ j_squared, atol=1e-10)
    assert np.allclose(j_squared.imag, 0, atol=1e-10)
    j_squared = j_squared.real
    lowering = (jx - 1j * jy).real
    two_m_basis = np.rint(2 * np.diag(jz).real).astype(int)
    found, blocks = Counter(), {}
    for two_m in sorted(set(two_m_basis.tolist())):
        index = np.flatnonzero(two_m_basis == two_m)
        block = j_squared[np.ix_(index, index)]
        values, vectors = np.linalg.eigh(block)
        blocks[two_m] = (block, values)
        # overlaps of the lowered states: diagonal, with the ladder norm
        lowered = lowering[:, index] @ vectors
        m = two_m / 2
        norms = np.diag(values - m * (m - 1))
        assert np.allclose(lowered.T @ lowered, norms, atol=1e-9)
        for value in values:
            two_j = int(round(np.sqrt(1 + 4 * value) - 1))
            assert abs(value - two_j * (two_j + 2) / 4) < 1e-9
            assert two_j >= abs(two_m) and (two_j - two_m) % 2 == 0
            found[(two_j, two_m)] += 1
    return found, blocks


def multiplicities(found):
    """N(J), after testing that every M of a given J occurs equally often."""
    result = {}
    for two_j in sorted({key[0] for key in found}):
        counts = {found[(two_j, two_m)]
                  for two_m in range(-two_j, two_j + 1, 2)}
        assert len(counts) == 1
        result[two_j] = counts.pop()
    return result


def check_difference_rule(two_js, n, big_n):
    """N(J) = n(J) - n(J+1), also for values of J that do not occur."""
    top = sum(two_js)
    for two_j in range(top % 2, top + 5, 2):
        assert big_n.get(two_j, 0) == n[two_j] - n[two_j + 2]


# All pairs with j1, j2 = 0, 1/2, ..., 3
pairs_tested = 0
for two_j1, two_j2 in product(range(7), repeat=2):
    pair = (two_j1, two_j2)
    n_pair = count_product_states(pair)
    top = two_j1 + two_j2
    for two_m in range(-top, top + 1, 2):
        formula = min(two_j1 + 1, two_j2 + 1, (top - abs(two_m)) // 2 + 1)
        assert n_pair[two_m] == formula
    found_pair, _ = diagonalize(pair)
    N_pair = multiplicities(found_pair)
    assert N_pair == {t: 1 for t in range(abs(two_j1 - two_j2), top + 1, 2)}
    check_difference_rule(pair, n_pair, N_pair)
    pairs_tested += 1

# Dimension sum in exact integers, j up to 20
for two_j1, two_j2 in product(range(41), repeat=2):
    allowed = range(abs(two_j1 - two_j2), two_j1 + two_j2 + 1, 2)
    explicit_sum = sum(t + 1 for t in allowed)
    assert explicit_sum == (two_j1 + 1) * (two_j2 + 1)
    squares = (two_j1 + two_j2 + 2) ** 2 - (two_j1 - two_j2) ** 2
    assert 4 * explicit_sum == squares

# Three spins 1/2: the difference rule where a J value repeats
three = (1, 1, 1)
n_three = count_product_states(three)
N_three = multiplicities(diagonalize(three)[0])
check_difference_rule(three, n_three, N_three)
assert max(N_three.values()) > 1

# Worked example
example = (5, 2)
n_example = count_product_states(example)
found_example, blocks_example = diagonalize(example)
N_example = multiplicities(found_example)
dimension = (example[0] + 1) * (example[1] + 1)
print("All quantum numbers and counts are dimensionless; J^2 in hbar^2")
print(f"Example: j1 = {half(example[0])}, j2 = {half(example[1])}")
print(f"Number of product states: {dimension}")
print("Product states (m1,m2) for each M, and their number n(M):")
for two_m in range(sum(example), -sum(example) - 1, -2):
    states = [f"({half(a)},{half(two_m - a)})"
              for a in range(example[0], -example[0] - 1, -2)
              if abs(two_m - a) <= example[1]]
    assert len(states) == n_example[two_m]
    print(f"  M = {half(two_m):>4}: n = {n_example[two_m]}  "
          + " ".join(states))

print("Differences n(J) - n(J+1), and N(J) from diagonalization:")
for two_j in range(sum(example), -1, -2):
    upper, lower = n_example[two_j], n_example[two_j + 2]
    print(f"  J = {half(two_j)}: {upper} - {lower} = {upper - lower}, "
          f"N = {N_example.get(two_j, 0)}")

block, eigenvalues = blocks_example[1]
print("Matrix of J^2 for M = 1/2, states in the order listed (hbar^2):")
for row in block:
    print("  " + " ".join(f"{x + 0.0:8.4f}" for x in row))
print("Its eigenvalues (hbar^2): "
      + ", ".join(f"{x:.4f}" for x in eigenvalues))
print(f"J(J+1) for the absent J = 1/2 (hbar^2): {0.5 * 1.5:.4f}")

dims = [t + 1 for t in sorted(N_example)]
assert sum(dims) == dimension
print("Dimension sum: " + " + ".join(map(str, dims)) + f" = {sum(dims)}")
square_top = Fraction(sum(example) + 2, 2) ** 2
square_bottom = Fraction(example[0] - example[1], 2) ** 2
assert square_top - square_bottom == dimension
print(f"Telescoped: (j1+j2+1)^2 - (j1-j2)^2 = {square_top} - "
      f"{square_bottom} = {square_top - square_bottom}")

# Sets of multiplets, J = 1/2 to 7/2, that share the total dimension
candidate_dims = [t + 1 for t in range(1, sum(example) + 1, 2)]
choices = [range(dimension // d + 1) for d in candidate_dims]
same_dimension = [c for c in product(*choices)
                  if sum(k * d for k, d in zip(c, candidate_dims))
                  == dimension]
assert len(same_dimension) > 1
print(f"Sets of multiplets with J <= {half(sum(example))} and total "
      f"dimension {dimension}: {len(same_dimension)}")
print("Those with three multiplets, by dimensions:")
matching = 0
for c in same_dimension:
    if sum(c) == 3:
        parts = [d for k, d in zip(c, candidate_dims) for _ in range(k)]
        n_of_set = Counter(two_m for d in parts
                           for two_m in range(-(d - 1), d, 2))
        fits = n_of_set == n_example
        matching += fits
        print("  " + " + ".join(map(str, parts))
              + f"; reproduces every n(M): {'yes' if fits else 'no'}")
assert matching == 1

print("Three spins 1/2: " + ", ".join(
    f"N({half(t)}) = {k}" for t, k in N_three.items()))
print(f"Pairs (j1,j2) tested by diagonalization, j up to 3: {pairs_tested}")
print("OK")
```

It prints:

```
All quantum numbers and counts are dimensionless; J^2 in hbar^2
Example: j1 = 5/2, j2 = 1
Number of product states: 18
Product states (m1,m2) for each M, and their number n(M):
  M =  7/2: n = 1  (5/2,1)
  M =  5/2: n = 2  (5/2,0) (3/2,1)
  M =  3/2: n = 3  (5/2,-1) (3/2,0) (1/2,1)
  M =  1/2: n = 3  (3/2,-1) (1/2,0) (-1/2,1)
  M = -1/2: n = 3  (1/2,-1) (-1/2,0) (-3/2,1)
  M = -3/2: n = 3  (-1/2,-1) (-3/2,0) (-5/2,1)
  M = -5/2: n = 2  (-3/2,-1) (-5/2,0)
  M = -7/2: n = 1  (-5/2,-1)
Differences n(J) - n(J+1), and N(J) from diagonalization:
  J = 7/2: 1 - 0 = 1, N = 1
  J = 5/2: 2 - 1 = 1, N = 1
  J = 3/2: 3 - 2 = 1, N = 1
  J = 1/2: 3 - 3 = 0, N = 0
Matrix of J^2 for M = 1/2, states in the order listed (hbar^2):
    7.7500   4.0000   0.0000
    4.0000  10.7500   4.2426
    0.0000   4.2426   9.7500
Its eigenvalues (hbar^2): 3.7500, 8.7500, 15.7500
J(J+1) for the absent J = 1/2 (hbar^2): 0.7500
Dimension sum: 4 + 6 + 8 = 18
Telescoped: (j1+j2+1)^2 - (j1-j2)^2 = 81/4 - 9/4 = 18
Sets of multiplets with J <= 7/2 and total dimension 18: 18
Those with three multiplets, by dimensions:
  6 + 6 + 6; reproduces every n(M): no
  4 + 6 + 8; reproduces every n(M): yes
  2 + 8 + 8; reproduces every n(M): no
Three spins 1/2: N(1/2) = 2, N(3/2) = 1
Pairs (j1,j2) tested by diagonalization, j up to 3: 49
OK
```
